# Korhonen's stress-diffusion equation for a confined metal line

## 1. The form fixed by symmetry and dimensions

A metal line carries a current. Let \(x\) run along the electron flow, from the cathode end \(x=0\) to the anode end \(x=L\), and let \(j>0\) be the magnitude of the current density. Let \(\sigma(x,t)\) be the stress change from a uniform starting state, tension positive, and \(J\) the atom flux along \(+x\).

Reversing the \(x\) axis leaves \(\sigma\) unchanged but flips the signs of \(J\), of the driving force and of \(\partial\sigma/\partial x\). To first order the flux is therefore a sum of a term in \(\partial\sigma/\partial x\) and a term in the force; \(\sigma\) alone cannot appear. If the stress at a point changes in proportion to the atoms lost there, then

\[
\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+g\right)\right].
\]

Here \(g\) is a stress gradient. A force \(F\) per atom and an atomic volume \(\Omega\) give \(g\propto F/\Omega\). The coefficient \(\kappa\) is a diffusivity. It must be proportional to the atomic mobility \(D/kT\) and to a modulus \(B\), the stress produced per unit of inserted volume strain. Dimensions then require one factor \(\Omega\), so \(\kappa\propto DB\Omega/kT\). The derivation must supply the numerical factors, the signs and the meaning of \(B\).

## 2. Simplest case: a line in a rigid sheath

**Vacancies at a sink.** Atoms move by exchange with vacancies, and grain boundaries and interfaces create or absorb vacancies. To create one, an atom is taken from the lattice and placed on a boundary, which opens by the volume \(\Omega\). A normal tension \(\sigma\) does work \(\Omega\sigma\) in this step; relaxation around the vacancy is neglected. For \(n\) vacancies among \(N\) atoms, with formation free energy \(g_f\),

\[
G(n)=n(g_f-\Omega\sigma)-kT\ln\frac{(N+n)!}{N!\,n!}.
\]

With Stirling's formula, \(dG/dn=0\) gives \(g_f-\Omega\sigma=kT\ln[(N+n)/n]\). The equilibrium site fraction \(c=n/(N+n)\) is thus

\[
c_{\rm eq}=c_0e^{\Omega\sigma/kT},\qquad c_0=e^{-g_f/kT}.
\]

The elastic-energy correction to \(\Omega\sigma\), of relative order \(\sigma/K\) with \(K\) the bulk modulus, is dropped. As a test, \(G\) was minimized by direct counting for \(10^7\) atoms with \(g_f=kT\ln 1000\). Raising \(\Omega\sigma\) from 0 to \(kT\) multiplied \(c\) by 2.7182, against \(e=2.7183\).

**Flux.** The electron wind pushes atoms toward the anode with the force \(F=ze\rho j\), where \(z>0\) is the magnitude of the effective charge number and \(\rho\) the resistivity. A vacancy moves opposite to the atom that fills it, so it feels \(-F\). With vacancy density \(c/\Omega\), diffusivity \(D_v\) and mobility \(D_v/kT\),

\[
J_v=-\frac{D_v}{\Omega}\left(\frac{\partial c}{\partial x}+\frac{cF}{kT}\right),\qquad J=-J_v .
\]

If sinks are dense and fast, \(c=c_{\rm eq}\). At uniform temperature \(\partial c/\partial x=(c\,\Omega/kT)\,\partial\sigma/\partial x\), and with \(D=D_vc\),

\[
J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).
\]

Atoms drift toward higher tension, where boundaries accept them at lower free energy. The flux vanishes when \(\partial\sigma/\partial x=-F/\Omega\), with tension at the cathode and compression at the anode.

**Insertion and stress.** Let \(N_L\) be the number of lattice sites per unit original volume of line, \(N_{L0}\) its initial value, and \(\theta=\Omega(N_L-N_{L0})\) the inserted volume strain. A rigid sheath forbids any volume change, so inserted and elastic strains cancel: \(\theta+\sigma/K=0\). With few vacancies, sites and atoms change together, and atom conservation gives \(\partial N_L/\partial t=-\partial J/\partial x\). Hence

\[
\frac{\partial\sigma}{\partial t}=-K\Omega\frac{\partial N_L}{\partial t}=K\Omega\frac{\partial J}{\partial x}.
\]

Where the flux grows along \(x\), more atoms leave than arrive and tension rises. Substituting \(J\) gives the form of Section 1 with \(\kappa=DK\Omega/kT\) and \(g=ze\rho j/\Omega\).

## 3. Elastic surroundings: the effective modulus

Now let a circular line of radius \(a\) be bonded into a large dielectric of shear modulus \(G_d\). Stress varies slowly over a distance \(a\), so each cross-section is treated in plane strain with zero total axial strain. Inserted and elastic axial strains cancel, the lattice has no net axial displacement, and the flux relative to the lattice is also the flux past a fixed plane.

The stress need not be hydrostatic at first. But moving an atom from a boundary with normal stress \(\sigma_1\) to one with \(\sigma_2\) lowers the free energy by \(\Omega(\sigma_2-\sigma_1)\). If boundaries of several orientations, including the side interface, exchange atoms quickly, this continues until all normal stresses are equal. The stress is then hydrostatic.

In the dielectric the radial displacement obeys

\[
\frac{d}{dr}\left[\frac1r\frac{d(ru)}{dr}\right]=0,
\]

and the decaying solution is \(u=A/r\). Its strains are \(\varepsilon_r=-A/r^2\) and \(\varepsilon_\theta=A/r^2\). Their sum is zero, so the radial stress is \(2G_d\varepsilon_r=-2G_dA/r^2\). Continuity of traction at \(r=a\) gives

\[
\sigma=-\frac{2G_dA}{a^2},\qquad \frac{u(a)}{a}=\frac{A}{a^2}=-\frac{\sigma}{2G_d}.
\]

A line in tension pulls the wall inward. The total volume strain of the line is \(2u(a)/a\), which must equal the inserted plus the elastic part:

\[
\theta+\frac{\sigma}{K}=-\frac{\sigma}{G_d}
\quad\Longrightarrow\quad
\sigma=-B\theta,\qquad \frac1B=\frac1K+\frac1{G_d}.
\]

For \(G_d\to\infty\) the rigid result \(B=K\) returns. For \(G_d\to0\), \(B\to0\): a wire with free sides cannot hold a hydrostatic stress. The shear modulus of the line is absent because boundary exchange has removed the shear stress.

With \(K=140\) GPa and \(G_d=20\) GPa,

\[
B=\frac{140\times20}{140+20}\ \text{GPa}=17.5\ \text{GPa}.
\]

A radial finite-element calculation tested this without assuming hydrostatic stress. It applied axial and radial insertion separately and then chose the mixture that equalized the stresses. It gave 17.5 GPa for line shear moduli of both 50 and 30 GPa. Isotropic insertion of \(\theta=0.001\), at a line shear modulus of 50 GPa, instead gives \(-16\) MPa radially and \(-55\) MPa axially. Moving atoms from transverse boundaries to the sides then lowers the free energy. If that exchange is blocked, this \(B\) does not apply.

Replacing \(K\) by \(B\) in Section 2 gives Korhonen's equation:

\[
\boxed{\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\frac{DB\Omega}{kT}\left(\frac{\partial\sigma}{\partial x}+\frac{ze\rho j}{\Omega}\right)\right]}
\]

## 4. Constant \(D\) and blocked ends

Let \(J=0\) at both ends, \(\sigma=0\) at \(t=0\), and \(\kappa\) be constant. Then \(\partial\sigma/\partial t=\kappa\,\partial^2\sigma/\partial x^2\), with \(\partial\sigma/\partial x=-g\) at the ends.

**Late limit.** Integrating the equation over the line shows that \(\int_0^L\sigma\,dx\) stays zero, since no atoms leave. The steady profile is therefore \(\sigma_s=g(L/2-x)\).

**All times.** The difference \(\sigma-\sigma_s\) has zero slope at the ends and expands in \(\cos k_nx\) with \(k_n=n\pi/L\). Its initial value is \(-\sigma_s\), so its coefficients are

\[
a_n=-\frac{2g}{L}\int_0^L\left(\frac L2-x\right)\cos k_nx\,dx
=-\frac{2g}{L}\,\frac{1-(-1)^n}{k_n^2}.
\]

In the integration by parts the boundary term vanishes because \(\sin k_nx=0\) at both ends. Only odd \(n\) survive, with \(a_n=-4gL/(n\pi)^2\), and

\[
\sigma=gL\left[\frac12-\frac xL-\sum_{n\ \rm odd}\frac{4}{(n\pi)^2}\cos(k_nx)\,e^{-\kappa k_n^2t}\right].
\]

**Early limit.** Before the far end matters, the slope \(\partial\sigma/\partial x\) itself obeys the diffusion equation, starts from zero and is held at \(-g\) at \(x=0\). It equals \(-g\,\mathrm{erfc}(x/2\sqrt{\kappa t})\). Integrating inward from large \(x\), where \(\sigma=0\),

\[
\sigma(0,t)=g\int_0^\infty\mathrm{erfc}\left(\frac{x}{2\sqrt{\kappa t}}\right)dx=2g\sqrt{\frac{\kappa t}{\pi}}.
\]

**Threshold.** At the cathode every term of the sum decays, so the stress rises steadily toward \(gL/2\). Suppose a void forms at a stress \(\sigma_c\). It is not reached if \(gL/2<\sigma_c\), which defines the threshold product

\[
(jL)_c=\frac{2\Omega\sigma_c}{ze\rho}.
\]

This assumes blocked ends and zero initial stress.

## 5. Vacancies with their own dynamics

Two assumptions remain to be loosened: that changes in the vacancy content are negligible in the atom balance, and that sinks act instantly.

**Storage.** Sites are atoms plus vacancies, \(N_L=N_a+c/\Omega\). With \(\partial N_a/\partial t=-\partial J/\partial x\), \(\partial N_L/\partial t=-(1/B\Omega)\,\partial\sigma/\partial t\) and \(c=c_{\rm eq}\),

\[
-\frac{1}{B\Omega}\frac{\partial\sigma}{\partial t}=-\frac{\partial J}{\partial x}+\frac{c}{kT}\frac{\partial\sigma}{\partial t}
\;\Longrightarrow\;
\left(1+\frac{B\Omega c}{kT}\right)\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}.
\]

Korhonen's equation needs \(B\Omega c/kT\ll1\).

**Finite sink rate.** Let excess vacancies disappear at the rate \((c-c_{\rm eq})/\tau\) per site. Each loss removes a lattice site, so \(\partial\theta/\partial t=-(c-c_{\rm eq})/\tau\), and

\[
\frac{\partial\sigma}{\partial t}=\frac{B(c-c_{\rm eq})}{\tau},\qquad
\frac{\partial c}{\partial t}=D_v\frac{\partial}{\partial x}\left(\frac{\partial c}{\partial x}+\frac{cF}{kT}\right)-\frac{c-c_{\rm eq}}{\tau}.
\]

Here stress and vacancies are separate fields. Atoms leaving the cathode leave vacancies behind; their absorption removes sites, and the confined line goes into tension.

For weak driving write \(c=c_0(1+\Omega S/kT)\), where \(S\) is the stress that would be in equilibrium with the actual vacancies. Then \(c-c_{\rm eq}=c_0\Omega(S-\sigma)/kT\). With the sink length \(\ell=\sqrt{D_v\tau}\) and \(\kappa=D_vc_0B\Omega/kT\), the stress equation becomes \(\partial\sigma/\partial t=(\kappa/\ell^2)(S-\sigma)\). Neglecting storage, the vacancy equation becomes \(\partial\sigma/\partial t=\kappa\,\partial^2S/\partial x^2\). Together,

\[
S=\sigma+\frac{\ell^2}{\kappa}\frac{\partial\sigma}{\partial t}.
\]

A mode of amplitude \(a_n\) about the steady profile obeys \(\dot a_n=-\kappa k_n^2\left(a_n+\ell^2\dot a_n/\kappa\right)\). Its decay rate is therefore

\[
\frac{\kappa k_n^2}{1+\ell^2k_n^2},
\]

which replaces \(\kappa k_n^2\) in the series.

For the early cathode stress, take the Laplace transform in time with variable \(p\). Then \(\hat S''=q^2\hat S\) with \(q^2=p/(\kappa+\ell^2p)\), and the blocked end gives \(\hat S'(0)=-g/p\), so \(\hat S(0)=g/(pq)\). Dividing by \(1+\ell^2p/\kappa\),

\[
\hat\sigma(0)=\frac{g\sqrt\kappa}{p^{3/2}\sqrt{1+\ell^2p/\kappa}}\approx g\sqrt\kappa\left(p^{-3/2}-\frac{\ell^2}{2\kappa}p^{-1/2}\right).
\]

The inverse transforms are \(2\sqrt{t/\pi}\) and \(1/\sqrt{\pi t}\), hence

\[
\sigma(0,t)\approx2g\sqrt{\frac{\kappa t}{\pi}}\left(1-\frac{\ell^2}{4\kappa t}\right),\qquad \ell^2\ll\kappa t\ll L^2 .
\]

**Tests.** The two-field equations were integrated on 100 cells with \(gL\Omega/kT=10^{-3}\), and compared with the series at \(t=0.05L^2/\kappa\). With \(c_0=10^{-6}\):

- For \(\ell=0.01L\), the profile differs from Korhonen's result by at most \(1.5\times10^{-4}\,gL\).
- For \(\ell=0.5L\), the stress in the cathode cell is 0.282 of the instant-sink value; the modified series also gives 0.282.
- For \(\ell=0.05L\), the lag relative to the early-law stress is 0.0144 in both the two-field model and the modified series. The early formula gives 0.0125, mainly because the far end already matters.

At the earlier time \(0.02L^2/\kappa\), with \(\ell=0.03L\), the lag is 0.0114 and the early formula gives 0.0113. In a further run \(c_0\) was raised until \(B\Omega c_0/kT=0.5\), with \(\ell=0.01L\). The profile at \(0.05L^2/\kappa\) then matched the series with time divided by 1.5, to within \(1.4\times10^{-4}\,gL\).

## 6. Diffusivity that depends on stress

Since \(D=D_vc_{\rm eq}\), tension raises \(D\) by the factor \(e^{\Omega\sigma/kT}\), if \(D_v\) itself does not depend on stress. This is why \(D\) stands inside the derivative. For \(gL\Omega/kT=1\), \(\ell=0.01L\) and \(t=0.05L^2/\kappa\), with \(\kappa\) taken at zero stress, the equation with variable \(D\) differs from the two-field model by at most \(0.00019\,gL\). With constant \(D\) the difference is \(0.0058\,gL\).

The steady profile does not change: zero flux requires \(\partial\sigma/\partial x=-g\) whatever \(D\) is, and the integral of \(\sigma\) remains zero when storage is negligible. Nor does the cathode stress overshoot on the way. The flux starts positive inside the line and is zero at the ends; if it fell to zero at an inner point, it would have a minimum there, and diffusion would not let it become negative. Atoms therefore never return to the cathode, and its stress only rises toward \(gL/2\). The threshold product is thus unaffected.

At the stresses computed in this text, the early transient is also only weakly affected. Integrate Korhonen's equation from the cathode to a point that neither stressed zone has reached, where both \(\sigma\) and \(\partial\sigma/\partial x\) are still zero. The blocked end contributes nothing, so \(\int\sigma\,dx\) grows at the rate \(\kappa(0)g\), set by \(D\) at zero stress. While such a point exists, the higher \(D\) near the cathode changes the shape of the stressed zone, not its total depletion. This fixes the total only, not the cathode value, and it ends once the cathode and anode zones meet: in the line of Section 7 the flux at mid-line has fallen to about two thirds of its initial value by the critical time. The small size of the effect on the cathode stress there is a computed result.

## 7. A line with numbers

Take \(T=550\) K, \(\Omega=1.2\times10^{-29}\) m³, \(D=10^{-17}\) m²/s at zero stress, \(z=1\), \(\rho=3\times10^{-8}\) Ω m, \(j=10^{10}\) A/m² and \(L=50\) µm. The moduli are those of Section 3, and \(\sigma_c=60\) MPa is assumed. These are round model values, not those of a named metal. With \(kT=7.594\times10^{-21}\) J,

\[
\frac{B\Omega}{kT}=\frac{(17.5\times10^9)(1.2\times10^{-29})}{7.594\times10^{-21}}=27.65,\qquad \kappa=2.765\times10^{-16}\ \text{m}^2/\text{s}.
\]

The stress diffusivity is thus about 28 times the atomic diffusivity, because a small inserted strain makes a large stress. The wind force is \(F=4.807\times10^{-17}\) N, so

\[
g=\frac{4.807\times10^{-17}}{1.2\times10^{-29}}\ \text{Pa/m}=4.005\ \text{MPa/µm},\qquad \frac{gL}{2}=100.1\ \text{MPa}.
\]

The relaxation scale \(L^2/\kappa\) is 104.6 days. For constant \(D\) the cathode stress is 22.1, 38.3, 68.5 and 95.3 MPa after 1, 3, 10 and 30 days. The ratio of the first two is \(\sqrt3\), as the square-root law requires; later the growth slows toward 100.1 MPa.

Setting the square-root law equal to \(\sigma_c\) gives the critical time

\[
t_c=\frac{\pi}{4\kappa}\left(\frac{\sigma_c}{g}\right)^2=7.38\ \text{days}.
\]

The full series gives 7.47 days, since the far end slightly slows the rise. Letting \(D\) follow the vacancy content gives 7.35 days, 1.6 % less than the series, although \(\Omega\sigma_c/kT=0.095\) means that \(D\) at the cathode is then about 10 % higher.

For \(c_0=10^{-6}\), \(D_v=D/c_0=10^{-11}\) m²/s and the storage ratio is \(2.8\times10^{-5}\). A sink length of 0.5 µm corresponds to \(\tau=0.025\) s and lowers the cathode stress by 0.05 % at 7.47 days. At 7.35 days the two-field model gives 59.97 MPa, against the assumed 60 MPa. Both approximations are good here.

The threshold product is \((jL)_c=3.0\times10^5\) A/m, or 3000 A/cm. The applied \(jL=5\times10^5\) A/m exceeds it; at this current density a line shorter than 30 µm would stay below \(\sigma_c\).

## 8. Real interconnects

The temperature above suits an accelerated test rather than normal operation, and a threshold of a few thousand A/cm is of the size usually found for copper lines. The vacancy fraction is far above the bulk equilibrium value for copper at 550 K. In real lines much of the transport runs along interfaces and grain boundaries, so \(D\) is an effective value that depends strongly on processing and temperature; at fixed temperature, \(B\), \(g\) and \(\sigma_c\), \(t_c\propto1/D\). Soft dielectrics also matter: in the model of Section 3, \(G_d=5\) GPa would give \(B=4.8\) GPa and lengthen \(t_c\) about 3.6 times, with \(D\) and \(\sigma_c\) fixed. Stiff liners, caps and the substrate, which that model leaves out, add confinement and weaken this effect. Real lines also break the assumption of zero initial stress. A uniform initial tension \(\sigma_T\) replaces \(\sigma_c\) by \(\sigma_c-\sigma_T\). If \(\sigma_T=\sigma_c/2\), the threshold product halves and, with \(D\) held fixed, the early-law \(t_c\) falls to one quarter. Once a void opens, its surface changes the boundary condition, and the blocked-end solution no longer applies.

## Values computed for the example and the checks

```
Temperature: 550 K
Atomic volume: 1.2e-29 m^3
Atomic diffusivity D: 1e-17 m^2/s
Bulk modulus of line: 140 GPa
Shear modulus of line (elements only): 50 GPa
Shear modulus of dielectric: 20 GPa
Effective charge number z: 1
Resistivity: 3e-08 ohm m
Current density: 1e+10 A/m^2
Line length: 50 um
Assumed critical stress: 60 MPa
Vacancy site fraction: 1e-06
Sink length: 0.5 um
Thermal energy kT: 7.594e-21 J
Counted vacancy ratio for work kT: 2.7182
Effective modulus B, formula: 17.5 GPa
Effective modulus B, elements: 17.5 GPa
B, elements, line shear 30 GPa: 17.5 GPa
Isotropic insertion 0.001: radial stress: -15.85 MPa
Isotropic insertion 0.001: axial stress: -55.47 MPa
B*Omega/kT: 27.65
Stress diffusivity kappa: 2.765e-16 m^2/s
Wind force on an atom: 4.807e-17 N
Driving stress gradient g: 4.005 MPa/um
L^2/kappa: 104.6 days
Vacancy diffusivity: 1e-11 m^2/s
Vacancy lifetime: 0.025 s
Vacancy storage ratio: 2.765e-05
Fast sinks: largest error / gL: 0.00015
Slow sinks (0.5 L): cathode-cell stress ratio: 0.282
Same ratio from finite-sink series: 0.282
Early lag (0.03 L, 0.02 L^2/kappa), two fields: 0.0114
Early lag, formula: 0.0113
Later lag (0.05 L, 0.05 L^2/kappa), two fields: 0.0144
Later lag, finite-sink series: 0.0144
Later lag, early formula: 0.0125
Storage ratio 0.5: largest error / gL: 0.00014
gL*Omega/kT = 1: error variable D: 0.00019 gL
gL*Omega/kT = 1: error constant D: 0.0058 gL
Steady profile: largest error / gL: 7.8e-07
Cathode stress after 1 days, constant D: 22.09 MPa
Cathode stress after 3 days, constant D: 38.27 MPa
Cathode stress after 10 days, constant D: 68.53 MPa
Cathode stress after 30 days, constant D: 95.35 MPa
Cathode stress after 100 days, constant D: 100.1 MPa
Steady cathode stress gL/2: 100.1 MPa
Critical time, square-root law: 7.376 days
Critical time, series: 7.47 days
Critical time, variable D: 7.351 days
Two-field cathode stress at that time: 59.97 MPa
Sink lag at series critical time: 0.00048
Omega*critical stress/kT: 0.0948
Threshold product (jL)_c: 2.996e+05 A/m
Threshold product (jL)_c: 2996 A/cm
Applied product jL: 5e+05 A/m
Threshold length at this j: 29.96 um
```
